# Axial heat conductance of a tapered fin

## The problem

A thin fin of semiconductor stands upright. Its length $L$ runs along $x$, its width along $y$ and its height $H$ along $z$. The width falls linearly from $a=10$ nm at the foot, $z=0$, to $b=5$ nm at the top, $z=H$, and is the same all along the length. Heat flows along the length, from an end face at temperature $T_1$ to an end face at a lower temperature $T_2$. All other faces are insulated.

In so narrow a fin the side walls limit how far phonons travel, and wider parts conduct better. Model this by a local thermal conductivity proportional to the local width,

$$k(z)=c\,w(z),$$

with $c$ constant. The axial conductance $G$ is the heat flow divided by $T_1-T_2$.

The mean-width estimate replaces the fin by a rectangular one with the same $L$ and $H$, the uniform width $m=(a+b)/2$ and the conductivity $cm$. Call its conductance $G_m$.

1. Find $G$ in terms of $a$, $b$, $c$, $H$ and $L$.
2. Show that $G$ exceeds $G_m$ by about 4 percent.
3. Evaluate both conductances for $H=50$ nm, $L=2000$ nm and $c=1.5$ W/(m K) per nm.

**Variation A.** The same fin is heated at its foot and cooled at its top, with the end faces now insulated. Is the mean-width estimate again too low?

**Variation B.** Replace $k=cw$ by the conductivity of a film with diffusely scattering walls and a single phonon mean free path. What becomes of the excess?

## Hints

**Hint 1.** Cut the fin into horizontal slices of height $dz$. Each runs from the hot end to the cold end. Are the slices in series or in parallel?

**Hint 2.** Before adding slices, make sure that no heat passes between them. Try a temperature that depends on $x$ alone.

**Hint 3.** The width enters the conductance of a slice twice. Identify the two reasons.

**Hint 4.** Compare the mean of $w^2$ with the square of the mean of $w$.

**Hint for A.** The same heat now crosses every horizontal section, so thermal resistances add.

**Hint for B.** A phonon leaving a diffuse wall carries no memory of the temperature gradient. It acquires its share of the heat current along its path.

## Full solution

### The temperature field

Steady heat conduction obeys $\nabla\cdot(k\nabla T)=0$. Try the linear profile

$$T(x)=T_1-(T_1-T_2)\frac{x}{L}.$$

Its gradient points along $x$ and has the constant value $-(T_1-T_2)/L$. Since $k$ depends on $z$ but not on $x$,

$$\nabla\cdot(k\nabla T)=\frac{\partial}{\partial x}\left(k(z)\frac{dT}{dx}\right)=k(z)\frac{d^2T}{dx^2}=0 .$$

The end temperatures are right. The top, the foot and the sloping sides all have normals perpendicular to $x$, so no heat crosses them, as insulation requires.

There is no other solution. If two existed, their difference $u$ would vanish on the end faces and have no normal flux elsewhere. Multiplying $\nabla\cdot(k\nabla u)=0$ by $u$ and integrating by parts over the fin gives $\int k|\nabla u|^2\,dV=0$, because the surface term vanishes. As $k>0$, $u$ is constant, and its value on the end faces makes it zero.

Thus slices at different heights have the same temperature at the same $x$. They exchange no heat, although they conduct differently, and act as parallel conductors.

### Adding the slices

The width at height $z$ is

$$w(z)=a-(a-b)\frac{z}{H}.$$

A slice has cross-section $w\,dz$, conductivity $cw$ and length $L$. Its conductance is

$$dG=\frac{k\,w\,dz}{L}=\frac{c\,w^2\,dz}{L}.$$

One factor $w$ is the area through which heat flows; the other is the conductivity. To integrate, use $w$ as the variable. From $dw=-(a-b)\,dz/H$ follows $dz=-H\,dw/(a-b)$. The limits $z=0$ and $z=H$ become $w=a$ and $w=b$, and the minus sign exchanges them:

$$\int_0^H w^2\,dz=\frac{H}{a-b}\int_b^a w^2\,dw=\frac{H(a^3-b^3)}{3(a-b)}.$$

Because $a^3-b^3=(a-b)(a^2+ab+b^2)$,

$$G=\frac{cH}{3L}\left(a^2+ab+b^2\right).$$

This answers question 1. For $a=b$ it reduces to $cHa^2/L$, the result for a rectangular fin.

### The comparison

The mean-width fin has area $mH$ and conductivity $cm$, so $G_m=cHm^2/L$. The factors $c$, $H$ and $L$ cancel from the ratio:

$$\frac{G}{G_m}=\frac{\langle w^2\rangle}{m^2},\qquad \langle w^2\rangle=\frac{a^2+ab+b^2}{3},$$

where the brackets denote an average over height. The difference between numerator and denominator is

$$\langle w^2\rangle-m^2=\frac{4(a^2+ab+b^2)-3(a^2+2ab+b^2)}{12}=\frac{a^2-2ab+b^2}{12}=\frac{(a-b)^2}{12}.$$

This is the variance of the width. Dividing by $m^2=(a+b)^2/4$ gives

$$\frac{G}{G_m}-1=\frac13\left(\frac{a-b}{a+b}\right)^2 .$$

For 10 and 5 nm,

$$\frac{G}{G_m}-1=\frac13\left(\frac{5}{15}\right)^2=\frac1{27}=3.7\ \text{percent},$$

which is the required "about 4 percent", relative to the mean-width estimate.

The two fins have equal cross-sectional areas, so the excess is not due to extra material. In the tapered fin the wide slices hold more than half of the area and also conduct better per unit area. Averaging width and conductivity separately misses this correlation. With a uniform conductivity the conductance would depend on area alone, and the excess would be zero.

### Limits

In terms of the relative taper $t=(a-b)/m$ the excess is $t^2/12$. It is quadratic because, to first order, the gain in the wide half cancels the loss in the narrow half. Here $t=2/3$, and $t^2/12=1/27$ again.

A taper from 10 to 2 nm gives $(8/12)^2/3=14.8$ percent. For a triangular section, $b\to0$, the excess reaches $1/3$. That is the limit of the formula, but $k=cw$ cannot be trusted near a vanishing width, where the notion of a local conductivity itself fails.

### The numbers

The mean square width is $(100+50+25)/3=58.33$ nm², while the squared mean width is $7.5^2=56.25$ nm². Since 1 W/(m K) times 1 nm is 1 nW/K,

$$G=\frac{1.5\times58.33\times50}{2000}\ \text{nW/K}=2.19\ \text{nW/K},$$

$$G_m=\frac{1.5\times56.25\times50}{2000}\ \text{nW/K}=2.11\ \text{nW/K}.$$

A difference of 1 K between the ends drives 2.19 nW through the tapered fin.

As a test, the heat equation for the temperature averaged over the width was solved on a grid of 400 cells along the length and 40 up the height, with vertical heat flow allowed. The excess came out as 3.701 percent, against 3.704 from the formula. For the 10 to 2 nm taper both gave 14.81 percent.

The result depends noticeably on the top width. If that width is 4.5 nm the excess is 4.8 percent; if it is 5.5 nm, 2.8 percent. In each case $m$ is recalculated and the foot is held at 10 nm.

## Variation A: heat flowing up the height

Now every horizontal section carries the same heat flow $Q$. Its area is $Lw$. Each side wall leans by 2.5 nm over a height of 50 nm, a slope of $1/20$, so the temperature may be taken as uniform over a section. Keeping $k=cw$,

$$Q=-c\,w^2L\frac{dT}{dz}.$$

Solve for $dT/dz$ and integrate from foot to top. The temperature drop is

$$\Delta T=\frac{Q}{cL}\int_0^H\frac{dz}{w^2}=\frac{Q}{cL}\,\frac{H}{a-b}\int_b^a\frac{dw}{w^2}.$$

The last integral is $1/b-1/a=(a-b)/(ab)$. Hence

$$\Delta T=\frac{QH}{cLab},\qquad G_v=\frac{Q}{\Delta T}=\frac{cLab}{H}.$$

The rectangular fin of mean width has $cLm^2/H$, and

$$\frac{G_v}{G_{v,m}}=\frac{ab}{m^2}=\frac{4ab}{(a+b)^2}=1-\left(\frac{a-b}{a+b}\right)^2 .$$

For the given widths this is $50/56.25=8/9$. The estimate is now too high: in this model the conductance lies 11.1 percent below it (11.2 percent if the temperature is allowed to vary across each section). The height of 50 nm is much shorter than the phonon mean free path of 300 nm taken for silicon in Variation B, so this figure belongs to the local law $k=cw$ and is not a prediction for a real silicon fin. The deficit is three times the axial excess for any pair of widths, as long as the walls slope gently enough for the temperature to be uniform over each section. For steep walls the deficit is larger.

The direction of flow decides the sign. Along the length, heat can use the wide slices more than the narrow ones. Up the height, all of it must pass the narrow top, where the resistance is greatest. As $b\to0$ the vertical conductance vanishes, whereas the axial one stays finite.

## Variation B: a film law for the conductivity

### Deriving the law

Let all phonons have speed $v$, mean free path $\Lambda$ and heat capacity $C$ per volume. For a direction at angle $\theta$ to the $x$ axis, let $g$ be the departure of the phonon energy, per volume and solid angle, from local equilibrium. Along a path of length $s$ it obeys

$$\frac{dg}{ds}=-\frac{g}{\Lambda}-\frac{C}{4\pi}\cos\theta\,\frac{dT}{dx}.$$

The first term is relaxation. The second arises because the local equilibrium energy changes as the phonons move along the temperature gradient. A diffuse wall emits phonons in equilibrium at its own temperature, so $g=0$ at $s=0$. The solution is

$$g=-\frac{C\Lambda}{4\pi}\cos\theta\,\frac{dT}{dx}\left(1-e^{-s/\Lambda}\right).$$

The heat flux along $x$ is $\int v\cos\theta\,g\,d\Omega$. Far from walls the exponential vanishes, and $\int\cos^2\theta\,d\Omega=4\pi/3$ gives the bulk conductivity $k_0=Cv\Lambda/3$. In general, therefore,

$$\frac{k}{k_0}=\frac{3}{4\pi}\int\cos^2\theta\left(1-e^{-s/\Lambda}\right)d\Omega ,$$

to be averaged over the cross-section.

Consider a film of thickness $w$, and let $\mu$ be the magnitude of the cosine of the angle to its normal. At distance $y$ from the wall of departure, $s=y/\mu$. Averaged over $0<y<w$, the bracket becomes

$$p(\tau)=1-\frac{1-e^{-\tau}}{\tau},\qquad \tau=\frac{w}{\Lambda\mu}.$$

Averaging $\cos^2\theta$ around the normal gives $(1-\mu^2)/2$. The azimuth contributes $2\pi$, and the two senses of travel across the film contribute 2, so

$$\frac{k(w)}{k_0}=\frac32\int_0^1(1-\mu^2)\,p\!\left(\frac{w}{\Lambda\mu}\right)d\mu .$$

### The excess must fall

Apply this law to each slice with its own width. The function $p$ can be written $p(\tau)=\int_0^1(1-e^{-\tau u})\,du$. Its second derivative is negative and $p(0)=0$. Hence $k(w)$ is also concave and starts from zero. A concave curve lies below its tangent at $m$:

$$k(w)\le k(m)+k'(m)(w-m).$$

Multiply by $w$ and average over the height. Since $\langle w(w-m)\rangle=\langle w^2\rangle-m^2$ is the variance,

$$\langle w\,k(w)\rangle\le m\,k(m)+k'(m)\frac{(a-b)^2}{12}.$$

A strictly concave curve that starts from zero also has $k'(m)<k(m)/m$. Dividing by $m\,k(m)$ then shows that the excess is smaller than $(a-b)^2/(12m^2)$, which is the result for $k=cw$. In the slice picture, $1/27$ is thus an upper bound for this film law.

### The value

Take rough values for silicon near room temperature, $k_0=150$ W/(m K) and $\Lambda=300$ nm. The film law gives 8.49, 11.61 and 14.42 W/(m K) at widths of 5, 7.5 and 10 nm. Doubling the width raises $k$ by a factor of 1.70, not 2. The products $wk$ are 42.45, 87.08 and 144.2 in units of nm W/(m K). Simpson's rule gives their average over the height:

$$\langle wk\rangle\approx\frac{42.45+4\times87.08+144.2}{6}=89.2 .$$

Relative to 87.08 the excess is 2.4 percent, in agreement with the full average over slices, 2.39 percent.

## How far a real fin departs from the model

The dimensions and the value of $c$ are round numbers in the rough range of silicon transistor fins, although 2000 nm is long for a single device. At the mean width, $cm=11.25$ W/(m K) is close to the film value of 11.61. A fin is not a film, however. Its top and foot also scatter phonons, and a phonon can cross slices of different width during one flight. Both effects are included if $s$ in the general expression for $k/k_0$ is the distance back to the actual wall of the trapezoid. With all four walls diffuse, the mean conductivity is then 7.90 W/(m K) for the tapered section and 7.84 W/(m K) for the rectangular one. The excess is only 0.8 percent. The 3.7 percent therefore belongs to the local law $k=cw$ and should not be read as a prediction for a silicon fin of this size.

The fall in conductivity from 11.61 to 7.84 W/(m K) is due to the top and foot: the width is 7.5 nm in both cases, and only the height differs. The further fall of the excess, from 2.4 to 0.8 percent, combines scattering at the top and foot with flights between slices. These numbers do not separate the two. The calculation still omits the spread of phonon mean free paths, partly specular walls and changes of the phonon spectrum by confinement.

The finite length matters less for the comparison. Diffusive transport has the resistance $3L/(Cv\Lambda)$ for a unit area, and ballistic transport between two end faces has $4/(Cv)$. Adding them is a rough interpolation which, for a bulk medium, is equivalent to replacing $\Lambda$ by $\Lambda/(1+4\Lambda/3L)=250$ nm at fixed $Cv$. Using this shorter path in the film law is a further rough step, meant to cut off the long grazing flights along the film; it is not the same as adding the ballistic resistance to that of the film. The film conductivity at the mean width falls by 4.3 percent, but the excess in the slice picture changes merely from 2.39 to 2.34 percent.

The assumption of insulated sides also needs a check. Suppose the two tall sides of the mean-width fin lose heat at a rate $h$ per area and per kelvin to surroundings at the temperature of the cold end. With $\vartheta$ the temperature above the surroundings, the heat balance of a short length is

$$k\,mH\,\frac{d^2\vartheta}{dx^2}=2hH\,\vartheta,\qquad \lambda=\sqrt{\frac{km}{2h}},$$

where $\lambda$ is the healing length, over which an excess temperature decays. The solution that vanishes at $x=L$ is proportional to $\sinh[(L-x)/\lambda]$. Its slope at $x=0$ gives an inlet heat flow per kelvin of $(kmH/\lambda)\coth(L/\lambda)$.

For a suspended fin in vacuum, black-body radiation at 300 K gives $h=4\sigma T^3=6.1$ W/(m² K), where $\sigma$ is the Stefan–Boltzmann constant. Then $\lambda=83$ µm, far more than the length of 2 µm, and the insulated model is sound in this respect.

For a fin clad in 50 nm of oxide with a rough conductivity of 1.4 W/(m K), $h=1.4/(50\times10^{-9})=2.8\times10^7$ W/(m² K) and $\lambda=39$ nm. The diffusive formula then gives an inlet flow of roughly 100 nW for 1 K, tens of times the 2.11 nW of the insulated fin, and nearly all of it leaves through the sides. This is only an order of magnitude: $\lambda$ is shorter than the phonon mean free path of 300 nm and than the oxide thickness, so neither diffusion along the fin nor straight heat flow through the oxide is accurate on this scale. The end-to-end conductance describes a suspended fin; in a fin of this length, clad as assumed here and with surroundings as cold as the cold end, most of the heat leaves through the oxide.

## Computed results

```
width at foot, top, mean: 10.0, 5.0, 7.50 nm
height, length: 50, 2000 nm
conductivity slope c: 1.50 W/(m K) per nm
k at foot, top: 15.00, 7.50 W/(m K)
k at mean width: 11.25 W/(m K)
mean of w^2: 58.3333 nm^2
square of mean width: 56.2500 nm^2
variance of width: 2.0833 nm^2
axial conductance, taper: 2.1875 nW/K
axial conductance, mean width: 2.1094 nW/K
heat flow in taper for 1 K: 2.1875 nW
excess, formula: 3.704 %
excess, solved heat equation: 3.701 %
largest vertical T difference below 1e-7 K: True
10 to 2 nm taper, formula: 14.81 %
10 to 2 nm taper, solved: 14.81 %
flow up the height, solved change: -11.10 %
flow up the height, formula: -11.11 %
rough bulk k, mean free path: 150 W/(m K), 300 nm
film law k at foot width: 14.42 W/(m K)
film law k at mean width: 11.61 W/(m K)
film law k at top width: 8.49 W/(m K)
very tall section k at mean width: 11.61 W/(m K)
excess, film law by slices: 2.39 %
excess, film law, second-order expansion: 2.39 %
whole section k, trapezoid: 7.902 W/(m K)
whole section k, rectangle: 7.842 W/(m K)
excess, whole section: 0.77 %
mean free path shortened by length: 250 nm
change of film k by finite length: -4.3 %
excess by slices with shortened path: 2.34 %
excess if top width is 4.5 nm: 4.80 %
excess if top width is 5.5 nm: 2.81 %
temperature: 300 K
radiation coefficient, black body: 6.12 W/(m^2 K)
healing length, radiation: 83.0 um
rough oxide k, thickness: 1.4 W/(m K), 50 nm
oxide loss coefficient: 2.80e+07 W/(m^2 K)
healing length, oxide cladding: 38.8 nm
clad mean-width fin, inlet flow for 1 K, solved: 108.5 nW
clad mean-width fin, inlet flow, formula: 108.7 nW
```
